**Clausius–Clapeyron stress shift of an oxide transition**

The program tests the relation dT/dσ_ij = −T Δε_ij/Λ, where T is the transition temperature, σ_ij the stress (positive in tension), Δε_ij the strain of the high-temperature phase minus that of the low-temperature phase, and Λ the latent heat per unit reference volume. It models each phase with anisotropic elasticity and quantum oscillators whose frequencies depend on strain, and finds the coexistence temperature under load by root search. It asserts that the numerical slopes agree with the formula for six stress components, a tilted axis and pressure; for the six components, the largest error relative to the largest slope is 1.4 × 10⁻⁷. It also asserts the second-order correction, the constant-heat law, and the spread of the transition in a clamped chain of 200 cells. For rough parameters in the regime of vanadium dioxide, the output gives a slope of +14.17 K/GPa along the c axis and a transition at 325.83 K under 1 GPa of compression. If the length is held after loading, the transition spreads from 325.83 K to 345.67 K. The property mismatches and the hysteresis width used to size neglected effects are assumed inputs.

## Program and output

```python
"""
Stress shift of a first-order oxide transition (Clausius-Clapeyron):

    dT/dsigma_ij = - T * strain_jump_ij / latent_heat

sigma       : applied stress, positive in tension
strain_jump : strain of high-temperature phase minus low-temperature phase
latent_heat : heat absorbed on heating, per unit reference volume
Voigt order is 11, 22, 33, 23, 13, 12 with engineering shear strains.

The slope is tested on a model in which each phase has anisotropic elasticity
and quantum oscillators with strain-dependent frequencies. The coexistence
temperature is found by root search, the latent heat from mean energies.
"""
import numpy as np
from scipy.constants import k as k_B, e as charge
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

GPA = 1.0e9
OSCILLATORS = 3.0e29  # per m^3


def make_phase(quantum_eV, stiffness_scale, natural_strain, gruneisen):
    stiffness = np.diag([250.0, 230.0, 240.0, 80.0, 75.0, 85.0])
    stiffness[:3, :3] += 100.0 * (np.ones((3, 3)) - np.eye(3))
    stiffness *= stiffness_scale * GPA
    return {"quantum": quantum_eV * charge, "C": stiffness,
            "S": np.linalg.inv(stiffness), "e0": np.array(natural_strain),
            "gamma": np.array(gruneisen), "u0": 0.0}


low = make_phase(0.050, 1.00, [0, 0, 0, 0, 0, 0],
                 [1.0, 0.9, 1.1, 0.0, 0.1, 0.0])
high = make_phase(0.042, 0.92, [-0.010, 0.006, 0.005, 0.002, -0.003, 0.004],
                  [1.3, 1.2, 1.3, 0.1, 0.0, 0.2])


def phase_state(phase, T, stress):
    """Equilibrium strain, Gibbs density and enthalpy density."""
    strain = phase["e0"].copy()
    for _ in range(60):
        q = phase["quantum"] * np.exp(-phase["gamma"] @ strain)
        u_vib = OSCILLATORS * q * (0.5 + 1.0 / np.expm1(q / (k_B * T)))
        new = phase["e0"] + phase["S"] @ (stress + phase["gamma"] * u_vib)
        change = np.max(np.abs(new - strain))
        strain = new
        if change < 1e-16:
            break
    q = phase["quantum"] * np.exp(-phase["gamma"] @ strain)
    u_vib = OSCILLATORS * q * (0.5 + 1.0 / np.expm1(q / (k_B * T)))
    f_vib = OSCILLATORS * (0.5 * q
                           + k_B * T * np.log(-np.expm1(-q / (k_B * T))))
    d = strain - phase["e0"]
    common = phase["u0"] + 0.5 * d @ phase["C"] @ d - stress @ strain
    return strain, common + f_vib, common + u_vib


def jumps(T, stress):
    a = phase_state(low, T, stress)
    b = phase_state(high, T, stress)
    return b[0] - a[0], b[1] - a[1], b[2] - a[2]


def coexistence_T(stress):
    return brentq(lambda T: jumps(T, stress)[1], 200.0, 550.0,
                  xtol=1e-11, rtol=1e-14)


# Put the stress-free transition of the test model at 340 K.
zero = np.zeros(6)
high["u0"] = -jumps(340.0, zero)[1]

# Test 1: six slopes at a nonzero base stress.
base = np.array([-0.4, 0.2, 0.1, 0.05, -0.1, 0.08]) * GPA
T_base = coexistence_T(base)
strain_jump, _, heat = jumps(T_base, base)
assert heat > 0
step = 1.0e7


def numerical_slope(direction):
    return (coexistence_T(base + step * direction)
            - coexistence_T(base - step * direction)) / (2 * step)


slope_num = np.array([numerical_slope(v) for v in np.eye(6)])
slope_formula = -T_base * strain_jump / heat
slope_error = (np.max(np.abs(slope_num - slope_formula))
               / np.max(np.abs(slope_formula)))
assert slope_error < 1e-5

# Test 2: heat from mean energies equals T times the entropy jump.
dT = 0.05
entropy_jump = -(jumps(T_base + dT, base)[1]
                 - jumps(T_base - dT, base)[1]) / (2 * dT)
assert abs(T_base * entropy_jump / heat - 1) < 1e-5

# Test 3: uniaxial load on a tilted axis, and pressure.
angle = 0.6
n = np.array([np.cos(angle), np.sin(angle), 0.0])
tilted = np.array([n[0]**2, n[1]**2, 0, 0, 0, n[0] * n[1]])
s = strain_jump
tensor = np.array([[s[0], s[5] / 2, s[4] / 2],
                   [s[5] / 2, s[1], s[3] / 2],
                   [s[4] / 2, s[3] / 2, s[2]]])
scale = np.max(np.abs(slope_formula))
assert abs(numerical_slope(tilted)
           + T_base * (n @ tensor @ n) / heat) < 1e-5 * scale
pressure = np.array([-1.0, -1.0, -1.0, 0, 0, 0])
assert abs(numerical_slope(pressure)
           - T_base * np.trace(tensor) / heat) < 1e-5 * scale

# Test 4: curvature of the line from jumps of the response coefficients.
axis = np.eye(6)[0]
T_free = coexistence_T(zero)
strain0, _, heat0 = jumps(T_free, zero)
ds0 = heat0 / T_free
dT, dsig = 0.5, 2.0e7
hot, cold = jumps(T_free + dT, zero), jumps(T_free - dT, zero)
dc_model = (hot[2] - cold[2]) / (2 * dT)
dalpha_model = (hot[0][0] - cold[0][0]) / (2 * dT)
dS_model = (jumps(T_free, dsig * axis)[0][0]
            - jumps(T_free, -dsig * axis)[0][0]) / (2 * dsig)


def second_order_terms(dc, dalpha, dS, jump, ds, T, stress):
    first = -jump * stress / ds
    return np.array([-dc * first**2 / (2 * T * ds),
                     -dalpha * first * stress / ds,
                     -0.5 * dS * stress**2 / ds])


load = 1.0e8
bend_num = 0.5 * (coexistence_T(load * axis) + coexistence_T(-load * axis)
                  - 2 * T_free)
bend_formula = second_order_terms(dc_model, dalpha_model, dS_model,
                                  strain0[0], ds0, T_free, load).sum()
bend_error = abs(bend_num / bend_formula - 1)
assert bend_error < 5e-3

# Worked example: rough values in the regime of vanadium dioxide.
T0 = 340.0                                   # K
latent = 240.0e6                             # J/m^3
eps = np.array([-0.010, 0.006, 0.005])       # first entry: rutile c axis
young = 140.0 * GPA
stress = -1.0 * GPA
ds = latent / T0
slopes = -T0 * eps / latent                  # K/Pa
pressure_slope = T0 * eps.sum() / latent
shift = slopes[0] * stress
T_linear = T0 + shift
T_exponential = T0 * np.exp(-eps[0] * stress / latent)
neutral_angle = np.degrees(np.arctan(np.sqrt(-eps[0] / eps[1])))
stress_300 = (300.0 - T0) / slopes[0]
stress_358 = (358.0 - T0) / slopes[0]

# Test 5: constant-heat line by direct integration of the slope.
path = solve_ivp(lambda x, T: -T * eps[0] * GPA / latent,
                 (0.0, stress / GPA), [T0], rtol=1e-11, atol=1e-11)
assert path.success and abs(path.y[0, -1] - T_exponential) < 1e-7

# Neglected effects: rough assumed mismatches between the phases.
dc_guess = 3.0e5                             # J/(m^3 K)
dalpha_guess = 1.0e-5                        # 1/K
compliance_mismatch = 0.10                   # fraction of 1/young
corrections = np.abs(second_order_terms(
    dc_guess, dalpha_guess, compliance_mismatch / young,
    eps[0], ds, T0, stress))
area_change = eps[1] + eps[2]
area_effect = abs(shift) * area_change
hysteresis = 10.0                            # K, full width
hysteresis_stress = hysteresis / abs(slopes[0])

# Clamped bar: length held after the load is applied in the low phase.
held_strain = stress / young
stress_end = stress - young * eps[0]
T_start = T0 - eps[0] * stress / ds
T_end = T0 - eps[0] * stress_end / ds
spread = young * eps[0]**2 / ds
T_whole = T0 - eps[0] * 0.5 * (stress + stress_end) / ds

# Test 6: chain of cells in series, strains solved under fixed total length.
cells = 200
matrix = np.zeros((cells + 1, cells + 1))
matrix[:cells, :cells] = np.eye(cells)
matrix[:cells, cells] = 1.0
matrix[cells, :cells] = 1.0
counts = np.arange(cells + 1)
natural = np.where(np.arange(cells)[:, None] < counts[None, :], eps[0], 0.0)
rhs = np.vstack([natural, np.full(cells + 1, cells * held_strain)])
cell_strain = np.linalg.solve(matrix, rhs)[:cells]
elastic = 0.5 * young * np.mean((cell_strain - natural)**2, axis=0)
worst_fraction = 0.0
for T in np.linspace(T_start - 5.0, T_end + 5.0, 41):
    energy = elastic - counts / cells * ds * (T - T0)
    found = counts[np.argmin(energy)] / cells
    expected = np.clip((T - T_start) / spread, 0.0, 1.0)
    worst_fraction = max(worst_fraction, abs(found - expected))
assert worst_fraction < 0.51 / cells         # resolution of one cell
assert abs(T0 + (elastic[-1] - elastic[0]) / ds - T_whole) < 1e-7

print("TEST MODEL")
print(f"coexistence temperature at base stress: {T_base:.3f} K")
print(f"largest relative slope error: {slope_error:.1e}")
print(f"relative error of second-order term: {bend_error:.1e}")
print(f"clamped chain, largest fraction error: {worst_fraction:.4f}")
print("EXAMPLE INPUTS (rough)")
print(f"stress-free transition temperature: {T0:.0f} K")
print(f"latent heat: {latent / 1e6:.0f} J/cm^3")
print("transformation strains c, a, b: "
      + ", ".join(f"{100 * x:+.1f}" for x in eps) + " %")
print(f"Young modulus: {young / GPA:.0f} GPa")
print(f"applied stress along c: {stress / GPA:.1f} GPa")
print("EXAMPLE RESULTS")
print(f"entropy jump: {ds / 1e6:.4f} J/(cm^3 K)")
for name, value in zip("cab", slopes):
    print(f"slope for stress along {name}: {value * GPA:+.2f} K/GPa")
print(f"slope with pressure: {pressure_slope * GPA:+.2f} K/GPa")
print(f"temperature shift: {shift:.2f} K")
print(f"shifted temperature, straight line: {T_linear:.2f} K")
print(f"shifted temperature, constant heat: {T_exponential:.2f} K")
print(f"zero-slope tilt from c towards a: {neutral_angle:.1f} degrees")
print(f"stress along c for 300 K: {stress_300 / GPA:+.2f} GPa")
print(f"elastic strain at that stress: {100 * stress_300 / young:+.2f} %")
print(f"stress along c for 358 K: {stress_358 / GPA:+.2f} GPa")
print("NEGLECTED EFFECTS")
print(f"assumed heat-capacity jump: {dc_guess / 1e6:.2f} J/(cm^3 K)")
print(f"its effect: {corrections[0]:.2f} K")
print(f"assumed expansion-coefficient jump: {dalpha_guess:.1e} 1/K")
print(f"its effect: {corrections[1]:.2f} K")
print(f"assumed compliance mismatch: {100 * compliance_mismatch:.0f} %")
print(f"its effect: {corrections[2]:.2f} K")
print(f"cross-section change between phases: {100 * area_change:.1f} %")
print(f"its effect: {area_effect:.2f} K")
print(f"assumed full hysteresis width: {hysteresis:.0f} K")
print(f"equivalent stress width: {hysteresis_stress / GPA:.2f} GPa")
print("CLAMPED AFTER LOADING")
print(f"held elastic strain: {100 * held_strain:.2f} %")
print(f"final stress in high phase: {stress_end / GPA:+.2f} GPa")
print(f"start of transition: {T_start:.2f} K")
print(f"end of transition: {T_end:.2f} K")
print(f"spread: {spread:.2f} K")
print(f"equilibrium for whole-bar switch: {T_whole:.2f} K")
print("PASS")
```

It prints:

```
TEST MODEL
coexistence temperature at base stress: 328.891 K
largest relative slope error: 1.4e-07
relative error of second-order term: 1.9e-05
clamped chain, largest fraction error: 0.0024
EXAMPLE INPUTS (rough)
stress-free transition temperature: 340 K
latent heat: 240 J/cm^3
transformation strains c, a, b: -1.0, +0.6, +0.5 %
Young modulus: 140 GPa
applied stress along c: -1.0 GPa
EXAMPLE RESULTS
entropy jump: 0.7059 J/(cm^3 K)
slope for stress along c: +14.17 K/GPa
slope for stress along a: -8.50 K/GPa
slope for stress along b: -7.08 K/GPa
slope with pressure: +1.42 K/GPa
temperature shift: -14.17 K
shifted temperature, straight line: 325.83 K
shifted temperature, constant heat: 326.12 K
zero-slope tilt from c towards a: 52.2 degrees
stress along c for 300 K: -2.82 GPa
elastic strain at that stress: -2.02 %
stress along c for 358 K: +1.27 GPa
NEGLECTED EFFECTS
assumed heat-capacity jump: 0.30 J/(cm^3 K)
its effect: 0.13 K
assumed expansion-coefficient jump: 1.0e-05 1/K
its effect: 0.20 K
assumed compliance mismatch: 10 %
its effect: 0.51 K
cross-section change between phases: 1.1 %
its effect: 0.16 K
assumed full hysteresis width: 10 K
equivalent stress width: 0.71 GPa
CLAMPED AFTER LOADING
held elastic strain: -0.71 %
final stress in high phase: +0.40 GPa
start of transition: 325.83 K
end of transition: 345.67 K
spread: 19.83 K
equilibrium for whole-bar switch: 335.75 K
PASS
```
